\section*{Resistance of a Metal Contact on a Thin Conducting Layer, part 2}

The problem is the resistance of a metal contact of length $L$ and width $W$ on a conducting layer of thickness $t$ and resistivity $\rho$. Current $I$ enters the covered layer at the front edge, $x=0$, and none leaves through the far edge, $x=L$. The layer under the metal has sheet resistance $R_s=\rho/t$, in ohm per square, and the uncovered layer has $R_s^{\mathrm o}$. The specific contact resistivity $\rho_c$, in $\Omega\,\mathrm{cm^2}$, is defined by $J=V/\rho_c$. Here $V(x)$ is the layer potential minus that of the metal, and $J$ is the current density from layer to metal. The layer current towards larger $x$ is $i(x)$.

With $L_T=\sqrt{\rho_c/R_s}$, $u=L/L_T$ and $Z=\sqrt{\rho_cR_s}/W$, a uniform contact under metal at one potential has
\begin{equation}
R_c=Z\coth u,\qquad i=I\,\frac{\sinh[(L-x)/L_T]}{\sinh u},
\qquad p=\frac12+\frac{u}{\sinh2u}.
\label{eq:recall}
\end{equation}
Here $R_c=V(0)/I$, and $p$ is the interface share of the power. Small relative changes of $\rho_c$ and $R_s$ change $R_c$ by $p$ and $1-p$ times as much, so errors propagate as
\begin{equation}
\delta\ln\rho_c=\frac{\delta\ln R_c-(1-p)\,\delta\ln R_s}{p}.
\label{eq:error}
\end{equation}
The end resistance $R_e=V(L)/I$ gives
\begin{equation}
\rho_c=WL_T\sqrt{R_c^2-R_e^2},\qquad
R_s=\frac{W}{L_T}\sqrt{R_c^2-R_e^2}.
\label{eq:inverse}
\end{equation}

Two equal contacts across a gap $d$ have resistance $2R_c+R_s^{\mathrm o}d/W$. A line fitted over several gaps gives $R_c$ and $R_s^{\mathrm o}$, and half its intercept divided by its slope is the half-intercept length $R_cW/R_s^{\mathrm o}$.

The example is a donor-doped SrTiO$_3$ film near room temperature, with electron density $n=10^{20}\,\mathrm{cm^{-3}}$, mobility $6\,\mathrm{cm^2/Vs}$, $t=50$~nm, $R_s=2080\,\Omega/\mathrm{sq}$, $\rho_c=2\times10^{-5}\,\Omega\,\mathrm{cm^2}$, $L=1\,\mu$m and $W=50\,\mu$m. These give $L_T=0.98\,\mu$m, $u=1.020$, $R_c=53.0\,\Omega$, $R_e=33.8\,\Omega$ and $p=0.77$. The elementary charge is $q$.

\subsection{A minimum principle and the resistance of the metal}

Let the metal have sheet resistance $R_m$, and let the current leave it at $x=L$. The metal then carries $I-i$ towards larger $x$. The interface current density is $-(di/dx)/W$, so the interface power per unit length is $(\rho_c/W)(di/dx)^2$. The total power is
\begin{equation}
P[i]=\frac1W\int_0^L\left[R_si^2+\rho_c\left(\frac{di}{dx}\right)^2
+R_m(I-i)^2\right]dx .
\label{eq:power}
\end{equation}
Consider trial currents with $i(0)=I$ and $i(L)=0$. Adding $\eta(x)$, with $\eta(0)=\eta(L)=0$, and integrating the derivative term by parts gives the first-order change
\begin{equation}
\delta P=\frac2W\int_0^L\eta\left[R_si
-\frac{d}{dx}\left(\rho_c\frac{di}{dx}\right)-R_m(I-i)\right]dx .
\end{equation}
The bracket vanishes for the true flow. Indeed, $V=-(\rho_c/W)\,di/dx$ still holds, and the difference between the potential gradients in layer and metal is $dV/dx=[-R_si+R_m(I-i)]/W$. Inserting the first relation in the second makes the bracket zero. The second-order change is a sum of squares with positive coefficients, so the true flow has the least power. That power equals $I^2$ times the resistance between the front of the layer and the metal at $x=L$.

Now use as a trial the current $i_0$ of the ideal contact, equation \eqref{eq:recall}. The first two terms of \eqref{eq:power} give $I^2R_c$. Since $0\le i_0\le I$, the added resistance obeys
\begin{equation}
0\le\Delta R\le\frac{R_m}{W}\int_0^L\left(1-\frac{i_0}{I}\right)^2dx
\le\frac{R_mL}{W}.
\label{eq:metal}
\end{equation}
The lower bound holds because the $R_m$ term cannot reduce the power of any trial flow. For a rough value $R_m=0.5\,\Omega/\mathrm{sq}$ the last bound is $0.5\times1/50=0.010\,\Omega$. A network with a resistive metal gives $0.0037\,\Omega$, less than one part in $10^4$ of $R_c$. Since $ZW=R_sL_T$, the last bound divided by $R_c$ is $(R_m/R_s)\,u\tanh u$. The term can therefore matter for a thin metal on a layer of low sheet resistance, or for a contact many transfer lengths long.

The principle also explains the sensitivities. When a parameter changes slightly, the resulting change in the flow affects the power only to second order. The first-order change in resistance is that of the power at fixed current distribution. This holds even if the change in $\rho_c$ depends on $x$.

\subsection{Finite thickness of the layer}

Let $z$ run from the bottom of the layer, $z=0$, to the interface, $z=t$. In a homogeneous, isotropic layer the potential relative to the metal obeys $\phi_{xx}+\phi_{zz}=0$. No current crosses the bottom or the far edge. The function
\begin{equation}
\phi=C\cosh[k(L-x)]\cos kz
\end{equation}
meets these conditions. At the interface the upward current density in the layer must equal that through the interface, $-\phi_z/\rho=\phi/\rho_c$, which gives
\begin{equation}
k\tan kt=\frac{\rho}{\rho_c}=\frac{R_st}{\rho_c}=\frac{t}{L_T^2}.
\label{eq:k}
\end{equation}
For the root with small $kt$, $\tan kt\simeq kt+(kt)^3/3$. Dividing \eqref{eq:k} by $t$ and then solving for $1/k^2$,
\begin{equation}
k^2\left(1+\frac{k^2t^2}{3}\right)\simeq\frac1{L_T^2},\qquad
\frac1{k^2}\simeq L_T^2\left(1+\frac{k^2t^2}{3}\right)
\simeq L_T^2+\frac{t^2}{3}.
\end{equation}
The last step sets $k^2L_T^2=1$ inside the small correction.

The potential averaged over depth still obeys Ohm's law for the total layer current. For this mode it is proportional to $\cosh[k(L-x)]$, so the resistance is $(R_s/kW)\coth kL$. This has the ideal form with $L_T$ replaced by $1/k$, or equivalently
\begin{equation}
\rho_c\;\to\;\rho_c+\frac{R_st^2}{3}=\rho_c+\frac{\rho t}{3}.
\label{eq:thick}
\end{equation}
The added term is the resistance met by current moving up through the layer. It is one third of $\rho t$ because the vertical current builds up linearly from zero at the bottom.

The mode does not by itself satisfy the conditions at the front edge. The other roots of \eqref{eq:k} have $kt$ near $\pi,2\pi,\dots$, and their modes die out over about $t/\pi$ or less. They alter the correction in a region of width of order $t$, out of a contact region of order $L_T$ when $L$ is comparable with $L_T$. This scaling argument suggests a relative error of order $t/L_T$ in the correction itself.

For the 50~nm film, \eqref{eq:thick} predicts a rise of 0.067\% in $R_c$, and a two-dimensional network gives 0.066\%. With $t=500$~nm and the same $R_s$, which means ten times the resistivity, the figures are 6.7\% and 6.1\%. The estimate is then about 9\% too large relative to the computed shift, at $t/L_T=0.51$. The front-edge modes are the likely reason, though their contribution was not computed separately.

\subsection{A changed layer under the metal}

A metal may deplete the layer beneath it. Suppose that all electrons are removed to a depth $w$, leaving a uniform charge density $qn$. The field is zero at the inner boundary and rises linearly to $qnw/\varepsilon$ at the interface, where $\varepsilon$ is the permittivity. The band bending $V_b$, in volts, is the area under this triangle:
\begin{equation}
V_b=\frac{qnw^2}{2\varepsilon},\qquad
w=\sqrt{\frac{2\varepsilon V_b}{qn}}.
\label{eq:depletion}
\end{equation}
The remaining conducting thickness is $t-w$, so the sheet resistance under the metal rises to $R_s^{\mathrm o}\,t/(t-w)$.

The large permittivity of SrTiO$_3$ makes this visible even at $10^{20}\,\mathrm{cm^{-3}}$. With a rough low-field relative permittivity of 300 and an assumed $V_b=0.1$~V, $w=5.8$~nm. The sheet resistance becomes $2080\times50/44.2=2350\,\Omega/\mathrm{sq}$, a rise of 13\%. With $\rho_c$ held fixed, $R_c$ rises by 3.0\%, in line with $(1-p)\times13\%=0.23\times13\%$. If the data are then analysed with the outer sheet resistance, the extracted $\rho_c$ is $2.08\times10^{-5}\,\Omega\,\mathrm{cm^2}$, about 4\% too large. The values of $V_b$ and $\rho_c$ were chosen independently. Thermionic emission over the bending alone, $\rho_c=(k_BT/q)\,e^{qV_b/k_BT}/(qnv)$ with $v=\sqrt{k_BT/2\pi m^*}$, gives below $10^{-7}\,\Omega\,\mathrm{cm^2}$ for $V_b=0.1$~V and $m^*$ of one to six electron masses. The assumed $\rho_c$ therefore needs either an interfacial layer or a bending near 0.25~V, for which $w\approx9$~nm and $R_c$ rises by about 5\%.

The peak field is 0.35~MV/cm, strong enough for the permittivity of SrTiO$_3$ to fall below its low-field value. For a given charge this raises the field and hence the bending, so a given $V_b$ corresponds to a smaller $w$. In this respect 5.8~nm is an upper estimate. The sharp depletion boundary is itself approximate, since $V_b$ is about four thermal voltages. With a Boltzmann tail of electrons the missing charge corresponds to about 5.0~nm, so that $R_s$ rises by 11\% and $R_c$ by 2.5\%. Accumulation under the metal would have the opposite sign and lower $R_s$.

Data from pairs of contacts of a single length yield $R_c$ and $R_s^{\mathrm o}$, which cannot separate $\rho_c$ from a changed $R_s$. Pairs made with two contact lengths, one shorter and one longer than $L_T$, give $Z\coth(L/L_T)$ at two values of $L$ and so fix both parameters. The end resistance of the first half also supplies the missing relation, because \eqref{eq:inverse} returns the sheet resistance under the metal.

\subsection{Nonlinear interface, temperature and heating}

To size the effect of a nonlinear interface, take the law
\begin{equation}
J=\frac{V_t}{\rho_c}\left(e^{V/V_t}-1\right)
\simeq\frac{V}{\rho_c}\left(1+\frac{V}{2V_t}\right),
\label{eq:diode}
\end{equation}
with $V_t=k_BT/q=25.85$~mV at 300~K. Its slope at zero voltage is $1/\rho_c$. It conducts more easily for $V>0$. For a depleted $n$-type film the easy direction has the metal positive, $V<0$, and the two polarities below are exchanged. At $I=10\,\mu$A the front voltage is $10^{-5}\times53.0=0.53$~mV, so the local resistivity $V/J$ at the front is lower by $0.53/(2\times25.85)=1.0\%$.

The solution is the same as that of a linear contact with this local resistivity. By the minimum principle, the relative fall in $R_c$ is, to first order, $p$ times the mean of $V/(2V_t)$ weighted by interface power. The voltage falls along the contact from its front value to $R_e/R_c=0.64$ of it, so the fall in $R_c$ lies between $0.77\times0.64\times1.0\%$ and $0.77\times1.0\%$, or 0.5\% and 0.8\%. Numerical solution of $d^2V/dx^2=R_sJ$ gives a fall of 0.61\% for this polarity and a rise of 0.63\% for the other. Averaging the two polarities removes the first-order term. The shift is proportional to current while it remains small, so measuring a single contact at two currents can reveal it. In the total resistance of two equal contacts in series the polarities are opposite, and the first-order shifts cancel.

The mobility of SrTiO$_3$ falls with temperature near 300~K. With a rough law $T^{-2.5}$ and fixed $\rho_c$, a rise of 10~K increases $R_s$ by 8.5\% and $R_c$ by 2.0\%. A fixed $\rho_c$ suits a tunnelling contact. If $\rho_c$ is thermally activated, its fall outweighs this rise: for emission over a bending of 0.1~V the same warming lowers $R_c$ by about 6\%, and over 0.26~V by about 19\%. The contact dissipates $I^2R_c=5.3$~nW, or about $0.01\,\mathrm{W/cm^2}$ of contact area. The resulting temperature rise depends on the substrate and mounting and was not calculated.

\subsection{Comparison with real films}

The density, mobility and permittivity above are of the size found in heavily donor-doped SrTiO$_3$ near room temperature. The contact resistivity is much less certain, as it depends on the metal and on how the surface was prepared. The value used here is an assumption for an ohmic contact, and $53\,\Omega$ is a model result for that assumption. If $\rho_c$ were twice as large, $R_c$ would rise by between 70\% and 100\%, because $p$ rises from 0.77 during the change and stays below one. Among the departures sized here for the 50~nm film at $10\,\mu$A and fixed $\rho_c$, the largest comes from the assumption that the layer under the metal is unchanged, which moves $R_c$ by 2.5 to 3\% for the assumed bending. A thermally activated $\rho_c$ would make a 10~K change of temperature matter more. A reaction between metal and film could change $R_s$ by more, and the end resistance is one way to find out. A contact narrower than the layer also breaks the model, since current then enters from the sides. That effect was not sized, and it is avoided by making the layer as wide as the contact.

\subsection{Notes for implementation}

With $\rho_c$ in $\Omega\,\mathrm{cm^2}$, all lengths must be in cm. The hyperbolic cotangent is best evaluated as $1/\tanh u$, which does not overflow at large $u$. An extraction should report $L/L_T$ with $\rho_c$, since this ratio fixes $p$ and hence the error factor in \eqref{eq:error}. The numerical output that follows gives the remaining digits and the intermediate gaps.

\section*{Calculated quantities}
\begin{verbatim}
Electron density: 1.0e+20 cm^-3
Mobility: 6.0 cm2/Vs
Film thickness t: 50 nm
Specific contact resistivity: 2.00e-05 ohm cm2
Contact length L: 1.00 um
Contact width W: 50 um
Film resistivity: 1.0403e-02 ohm cm
Sheet resistance Rs: 2080.5 ohm/sq
Transfer length L_T: 0.9805 um
L/L_T: 1.0199
coth(L/L_T): 1.2990
Long-contact limit of R_c: 40.797 ohm
R_c, formula: 52.9945 ohm
R_c, ladder network: 52.9945 ohm
R_c times W: 2.6497 ohm mm
End resistance, formula: 33.8232 ohm
End resistance, ladder: 33.8232 ohm
Interface share of power, formula: 0.7698
Interface share of power, ladder: 0.7698
Current entering metal in first half: 55.86 %
L (um) | R_c formula | R_c ladder | rho_c/(LW), all in ohm
0.25 | 163.453 | 163.453 | 160.000
0.50 | 86.818 | 86.818 | 80.000
1.00 | 52.994 | 52.994 | 40.000
2.00 | 42.201 | 42.201 | 20.000
5.00 | 40.800 | 40.800 | 8.000
Two contacts, gap 2 um: 189.209 ohm
Two contacts, gap 5 um: 314.039 ohm
Two contacts, gap 10 um: 522.090 ohm
Two contacts, gap 20 um: 938.190 ohm
Fitted sheet resistance: 2080.5 ohm/sq
Fitted intercept 2 R_c: 105.989 ohm
Half-intercept length: 1.2736 um
rho_c from full formula: 2.000e-05 ohm cm2
rho_c if L_T = half-intercept: 3.375e-05 ohm cm2
Thickness 50 nm, same Rs: R_c shift 0.0663 % (2D), 0.0667 % (estimate)
Thickness 500 nm, same Rs: R_c shift 6.1153 % (2D), 6.6640 % (estimate)
Metal sheet resistance: 0.50 ohm/sq
Metal adds: 0.00372 ohm, bound 0.01000 ohm
Relative permittivity: 300
Band bending: 0.10 V
Depleted depth: 5.76 nm
Peak depletion field: 0.347 MV/cm
Sheet resistance under metal: 2351.3 ohm/sq
R_c shift from depletion: 2.97 %
rho_c extracted with outer Rs: 2.077e-05 ohm cm2
Current: 10 uA
Front voltage: 0.5299 mV
Thermal voltage at 300 K: 25.85 mV
Interface current density, front: 26.50 A/cm2
Interface current density, mean: 20.00 A/cm2
R_c shift, exponential law: -0.614 % forward, 0.626 % reverse
R_c shift for 10 K warming, mobility T^-2.5: 1.96 %
Power per contact area: 1.060e-02 W/cm2
\end{verbatim}
